# Equal time-integrated exposure from a pulse in a steady-flow reactor

## Definitions and conventions

A reactor is a connected region of volume \(V\), bounded by an inlet, an outlet and walls. The outward unit normal is \(\mathbf n\), and \(u_n=\mathbf u\cdot\mathbf n\) is the outward component of the carrier velocity \(\mathbf u\). It is negative on the inlet, positive on the outlet and zero on the walls. The flow is steady and, to begin with, has uniform density, so

\[
\nabla\cdot\mathbf u=0,\qquad Q=\int_{\rm in}|u_n|\,dA=\int_{\rm out}u_n\,dA .
\]

A dilute tracer has number density \(c(\mathbf r,t)\), diffusion coefficient \(D>0\) and flux \(\mathbf J=\mathbf u c-D\nabla c\). Its balance is

\[
\frac{\partial c}{\partial t}+\nabla\cdot\mathbf J=0. \tag{1}
\]

The boundary conditions are:

- Inlet: \(\mathbf J\cdot\mathbf n=-|u_n|\,c_{\rm in}(t)\). The tracer arrives premixed, in proportion to the local inflow, and none escapes backwards.
- Walls: \(\mathbf J\cdot\mathbf n=0\).
- Outlet: \(\mathbf n\cdot\nabla c=0\). Tracer leaves with the flow, and none diffuses back in.

The pulse contains \(N\) molecules. The number entering is \(\int dt\int_{\rm in}|u_n|c_{\rm in}\,dA=Q\int c_{\rm in}\,dt\), hence \(\int c_{\rm in}\,dt=N/Q\). The reactor is empty of tracer before the pulse. The quantity sought is the time-integrated concentration

\[
C(\mathbf r)=\int c(\mathbf r,t)\,dt ,
\]

and the claim is that \(C=N/Q\) at every point. The algebra contains no \(\hbar\), electron mass or charge, so it reads the same in atomic units; \(k_B\) is written out. Numbers are in cm, s, Torr and K.

### An identity, and the emptying of the reactor

Let \(w\) obey the boundary conditions with no tracer supplied: \(\mathbf J_w\cdot\mathbf n=0\) on inlet and walls, \(\mathbf n\cdot\nabla w=0\) on the outlet, with \(\mathbf J_w=\mathbf u w-D\nabla w\). Integration by parts gives

\[
\int w\,\nabla\cdot\mathbf J_w\,dV=\oint w\,\mathbf J_w\cdot\mathbf n\,dA-\int\nabla w\cdot\mathbf J_w\,dV .
\]

Since \(\nabla\cdot\mathbf u=0\), \(w\,\mathbf u\cdot\nabla w=\tfrac12\nabla\cdot(\mathbf u w^2)\), and the last term becomes \(-\tfrac12\oint u_nw^2dA+\int D|\nabla w|^2dV\). On the outlet \(w\,\mathbf J_w\cdot\mathbf n=u_nw^2\), which leaves \(+\tfrac12u_nw^2\) there. On the inlet the flux term is zero and \(-\tfrac12u_n w^2=+\tfrac12|u_n|w^2\). Therefore

\[
\int w\,\nabla\cdot\mathbf J_w\,dV=\int D|\nabla w|^2dV+\tfrac12\int_{\rm in}|u_n|w^2dA+\tfrac12\int_{\rm out}u_nw^2dA\equiv E[w]. \tag{2}
\]

No term is negative. If \(E[w]=0\), the first term makes \(w\) constant and the others make that constant zero. For a bounded connected region this strengthens to \(E[w]\ge\lambda\int w^2dV\) with some \(\lambda>0\), a standard inequality of Poincaré type.

After the pulse has entered, \(c\) itself obeys the conditions on \(w\). Multiplying (1) by \(c\) and integrating gives

\[
\frac12\frac{d}{dt}\int c^2dV=-E[c]\le-\lambda\int c^2dV .
\]

The tracer content thus decays at least exponentially. The integral \(C\) converges, and the reactor ends empty.

## First derivation: integrate the balance over time

Integrate (1) over all time. The storage term gives final minus initial concentration, which is zero. Because \(\mathbf u\) and \(D\) do not depend on time, they pass through the integral:

\[
\nabla\cdot(\mathbf uC-D\nabla C)=0. \tag{3}
\]

The boundary conditions integrate in the same way. On the inlet \((\mathbf uC-D\nabla C)\cdot\mathbf n=-|u_n|N/Q\); on the walls the normal flux is zero; on the outlet \(\mathbf n\cdot\nabla C=0\).

Try a constant, \(C=N/Q\). Its gradient vanishes, so (3) reduces to \((N/Q)\nabla\cdot\mathbf u=0\), which holds. The inlet flux is \(u_nN/Q=-|u_n|N/Q\), as required. The wall flux vanishes because \(u_n=0\) there, and the outlet condition is met.

No other solution exists. The difference \(w\) of two solutions has \(\nabla\cdot\mathbf J_w=0\) and obeys the conditions of (2), so \(E[w]=0\) and \(w=0\). Hence

\[
C(\mathbf r)=\frac NQ\quad\text{everywhere.} \tag{4}
\]

In a stagnant corner the velocity drops out of (3) and \(C\) obeys a diffusion equation without sources. The corner has no sink that could hold a gradient of \(C\). A lower peak there is compensated by a longer tail.

The result contains neither \(D\) nor \(V\), but it needs \(D>0\) wherever streamlines from the inlet do not reach. With \(D=0\), a closed eddy that starts empty stays empty and has \(C=0\). For any positive \(D\) it receives \(N/Q\), after a time that grows without bound as \(D\to0\). The limits of long time and small diffusion therefore cannot be exchanged.

## Second derivation: count the time molecules spend in a region

Choose any part \(R\) of the reactor, with volume \(V_R\). Let \(g(\mathbf r)\) be the mean time that a molecule now at \(\mathbf r\) will still spend in \(R\). To find its equation, take first an arbitrary smooth \(g\) and use (1):

\[
\frac{d}{dt}\int gc\,dV=-\oint g\,\mathbf J\cdot\mathbf n\,dA+\int\nabla g\cdot(\mathbf uc-D\nabla c)\,dV .
\]

A second integration by parts moves the derivative off \(c\):

\[
-\int D\nabla g\cdot\nabla c\,dV=-\oint c\,D\,\mathbf n\cdot\nabla g\,dA+\int c\,\nabla\cdot(D\nabla g)\,dV .
\]

Together,

\[
\frac{d}{dt}\int gc\,dV=\int c\,[\mathbf u\cdot\nabla g+\nabla\cdot(D\nabla g)]\,dV-\oint[g\,\mathbf J\cdot\mathbf n+c\,D\,\mathbf n\cdot\nabla g]\,dA. \tag{5}
\]

The expected remaining time in \(R\) must run down at unit rate for each molecule inside \(R\), and must not change otherwise except when molecules enter. This fixes

\[
\mathbf u\cdot\nabla g+\nabla\cdot(D\nabla g)=-\chi_R, \tag{6}
\]

where \(\chi_R\) is 1 in \(R\) and 0 outside. It also fixes the boundary conditions that remove the unwanted surface terms: \(\mathbf n\cdot\nabla g=0\) on walls and inlet, and \(u_ng+D\,\mathbf n\cdot\nabla g=0\) on the outlet, where \(\mathbf J\cdot\mathbf n=u_nc\).

Such a \(g\) exists. If the right side of (6) is zero, multiplying by \(g\) and integrating gives \(E[g]=0\): the inlet contributes \(-\tfrac12|u_n|g^2\), and the outlet contributes \(\tfrac12u_ng^2-u_ng^2=-\tfrac12u_ng^2\). So \(g=0\) is then the sole solution, and for a linear elliptic problem of this kind uniqueness implies existence.

The inlet term in (5) is all that survives of the surface integral:

\[
\frac{d}{dt}\int gc\,dV=-\int_Rc\,dV+c_{\rm in}(t)\int_{\rm in}g|u_n|\,dA .
\]

Integrate over time. The left side vanishes, since the reactor is empty at both ends:

\[
\int_RC\,dV=\frac NQ\int_{\rm in}g|u_n|\,dA. \tag{7}
\]

The remaining integral does not require \(g\) to be solved for. Because \(\nabla\cdot\mathbf u=0\), the left side of (6) is \(\nabla\cdot(\mathbf ug+D\nabla g)\). Integrating it over the reactor leaves nothing from the walls or the outlet, and \(-\int_{\rm in}|u_n|g\,dA\) from the inlet. The right side gives \(-V_R\). Hence

\[
\int_{\rm in}g|u_n|\,dA=V_R,\qquad \int_RC\,dV=\frac NQV_R. \tag{8}
\]

A premixed molecule therefore spends a mean time \(V_R/Q\) in any region of volume \(V_R\), whether the region is swept or stagnant. If only a few molecules visit a dead end, those that do must stay long enough to make up the mean. As \(R\) is arbitrary and \(C\) is continuous, (8) gives (4) again.

This form can be tested without solving a concentration equation. Random walkers were followed in a channel of unit height and unit mean speed, with \(D=0.1\) and stream function \(\psi=y+0.6\sin^2(\pi x/2)\sin\pi y\) for \(0<x<2\). The flow contains an eddy with a reverse speed of 0.88 of the mean. For 20000 walkers, the residence times in 16 equal boxes gave exposures from 0.965 to 1.023 of \(N/Q\). Sampling noise and the finite time step can both contribute to the scatter; the run does not separate them.

## What each derivation assumes

Both need a steady flow, a linear balance for the tracer, no permanent wall uptake, and an outlet without return. They use these assumptions differently.

The first needs a candidate solution and a proof of uniqueness. It gives the result point by point, and it shows quickly whether a changed physical law still admits a constant. The second needs no candidate, but it needs the function \(g\) to exist, and it yields averages over regions first.

The second also shows what happens when premixing fails. If \(s\) molecules per unit inlet area are injected, (7) becomes \(\int_RC\,dV=\int_{\rm in}g\,s\,dA\). This equals \(NV_R/Q\) for every \(R\) if \(s=N|u_n|/Q\), and in general not otherwise. With several inlets, (8) holds for the sum over all of them, so tracer supplied through one alone does not sample the full average.

### Two assumptions that can be relaxed

**Reversible adsorption.** Let \(\sigma\) be the adsorbed number per unit wall area. The flux into the wall is \(\partial\sigma/\partial t\), whose time integral is \(\sigma_{\rm final}-\sigma_{\rm initial}\). If the wall returns to its initial coverage, this is zero and the integrated wall condition of the first derivation is unchanged. Linear kinetics are not required. A test with adsorption rate 10 s\(^{-1}\), desorption rate 5 s\(^{-1}\) and a capacity of \(5\times10^{13}\) per cm\(^3\) of gas reached a coverage of 0.93, yet left \(C\) at \(N/Q\) within \(2\times10^{-12}\), relative.

**Non-uniform density.** Let the carrier have steady number density \(n(\mathbf r)\) and molecular flux \(\boldsymbol\Gamma=n\mathbf u\), with \(\nabla\cdot\boldsymbol\Gamma=0\) and \(F\) molecules entering per second. For mole fraction \(x=c/n\), without thermal diffusion,

\[
n\frac{\partial x}{\partial t}+\nabla\cdot(\boldsymbol\Gamma x-nD\nabla x)=0 .
\]

On integration over time the storage term vanishes as before, and what remains is the earlier problem for \(\int x\,dt\), with \(\mathbf u\to\boldsymbol\Gamma\), \(D\to nD\) and \(Q\to F\). Hence

\[
\int x\,dt=\frac NF,\qquad C=\frac{nN}{F},\qquad \int p\,x\,dt=\frac{pN}{F}. \tag{9}
\]

At uniform pressure \(p\), the partial-pressure exposure is uniform even if the temperature is not, whereas \(C\) is larger where the gas is colder.

## When the exposure arrives

Let \(t_0\) be the mean injection time and \(a(\mathbf r)=\int tc\,dt/C-t_0\) the mean age of the exposure. Multiply (1) by \(t\) and integrate over time. By parts, \(\int t\,\partial_tc\,dt=-C\), and \(\int tc\,dt=(N/Q)(a+t_0)\). Dividing by \(N/Q\), and noting that the constant \(t_0\) drops out because \(\nabla\cdot\mathbf u=0\),

\[
\nabla\cdot(\mathbf ua-D\nabla a)=1. \tag{10}
\]

The inlet flux of \(\int tc\,dt\) is \(-|u_n|(N/Q)t_0\), so the flux of \(a\) vanishes there. Integrating (10) over the reactor gives \(\int_{\rm out}u_na\,dA=V\): the flux-averaged age at the outlet is \(V/Q\).

In a still, straight dead end of depth \(\ell\), (10) becomes \(-Da''=1\) with \(a'(\ell)=0\). Then \(a'=(\ell-y)/D\), and the end is older than the mouth by \(\ell^2/(2D)\).

The age also measures sensitivity to weak permanent loss. If every molecule is lost at rate \(k\), an instantaneous pulse has its former concentration multiplied by \(e^{-kt}\), with \(t\) counted from injection. A longer pulse is a sum of such pulses. For small \(k\), expanding the exponential gives

\[
C_k\simeq\frac NQ(1-ka). \tag{11}
\]

To this order, the places with the greatest age lose the most.

## Example: an NO tracer in a flat chamber

The chamber measures 30 by 20 cm with a gap of 1 cm. Inlet and outlet ducts, each 4 by 4 cm in plan, sit midway along the two short sides. A dead-end pocket 2 cm wide and 10 cm deep opens from one long side. The volume is \(600+32+20=652\) cm\(^3\). Nitrogen flows at 100 sccm, or \(F=4.478\times10^{19}\) molecules/s, at 1 Torr and 450 K, where \(Q=Fk_BT/p=2087\) cm\(^3\)/s. The tracer is NO, taken as non-absorbing on passivated walls; its mass is close to that of nitrogen. A rough diffusion coefficient of 0.2 cm\(^2\)/s at 1 atm and 300 K scales, with \(D\propto T^{1.75}/p\), to 309 cm\(^2\)/s in the reactor.

A pulse of \(N=5\times10^{16}\) molecules, with a sine-squared time profile lasting 0.10 s, gives

\[
\frac NQ=\frac{5\times10^{16}}{2087}=2.40\times10^{13}\ {\rm s/cm^3},\qquad
\frac{pN}{F}=\frac{5\times10^{16}}{4.478\times10^{19}}\ {\rm Torr\,s}=1.12\times10^{-3}\ {\rm Torr\,s},
\]

which is about 1120 langmuir. With the mean molecular speed \(\bar v=5.635\times10^4\) cm/s, each cm\(^2\) of wall receives \(C\bar v/4=3.4\times10^{17}\) impacts.

The gap-averaged model, followed in time on a 0.5 cm grid, gives the same \(C\) at all places but different histories:

| Place | Peak (cm\(^{-3}\)) | Age (s) | 99% received by (s) |
|---|---|---|---|
| Corner beside inlet | \(2.0\times10^{14}\) | 0.10 | 0.45 |
| Chamber centre | \(1.2\times10^{14}\) | 0.18 | 0.65 |
| Pocket end | \(5.9\times10^{13}\) | 0.41 | 1.19 |

The last column counts from the start of the pulse. The corner, although slow-flowing, is reached earlier than the centre: a stagnant place need not be a late one. The pocket end is late, and the still-gas estimate \(\ell^2/(2D)=100/618=0.16\) s gives roughly how much older it is than the mouth of the pocket. The outlet age is 0.312 s, equal to \(652/2087\) s. These ages change by at most 1.6% on a 1 cm grid. The last digit of the pocket-end times is not converged: finer grids lower that age to 0.40 s and the 99% time to about 1.18 s. The agreement of \(C\) with \(N/Q\), to \(3\times10^{-13}\), is much closer than the grid error because the discrete carrier flow balances in every cell, so that a constant \(C\) solves the discrete equations exactly. It confirms the bookkeeping, not the accuracy of the histories.

If the pocket is at 350 K, (9) makes \(C\) there \(450/350=1.286\) times \(N/Q\), with the exposure in Torr s unchanged. Thermal diffusion, with an assumed factor of 0.1, would alter the latter by about 2.5%.

## Where the result fails

**Injection inside a pipe.** Let the tracer be released uniformly across a long pipe at \(x=0\). Upstream the net integrated flux is zero, \(uC-DC'=0\), so \(C=(N/Q)e^{-u|x|/D}\). Downstream the bounded solution is \(N/Q\). At the chamber speed of 104 cm/s, a point 3 cm upstream receives 0.36 of \(N/Q\).

**An outlet that removes all tracer.** If \(C=0\) at the end of a pipe, constant flux \(uC-DC'=uN/Q\) gives \(C=(N/Q)(1-e^{-ud/D})\) at distance \(d\) from it. In the example the outlet duct protects the chamber: with \(u=522\) cm/s and \(d=4\) cm the formula gives a deviation of about 0.1% at the chamber's edge. The 0.5 cm grid, too coarse to follow so steep a layer accurately, gives up to 0.06% in the chamber; finer grids raise this to about 0.13%.

**Unmixed injection.** Feeding the same \(N\) through half the inlet width changes \(C\) by about a quarter where the inlet duct meets the chamber. Diffusion evens this out only slowly: halfway along the chamber the change is still about 8% at the long sides, and it is about as large at the pocket end. At the chamber centre it is below 1%, because the centre lies on the symmetry axis between the richer and the poorer half.

**A second, clean inlet.** If 10% of an unchanged total flow enters tracer-free at the pocket end, \(C\) there falls to about 0.02 of \(N/Q\), while the centre rises to 1.06. The main stream now carries \(N\) molecules in \(0.9Q\), which would give 1.11 before any mixing with the clean gas.

**A changing flow.** Doubling the flow 0.30 s after the pulse starts, with \(D\) held fixed, lowers \(C\) to 0.87 of \(N/Q\) at the centre and 0.845 at the pocket end. In this reactor, a stronger purge that begins before the tracer has left thus lowers the exposure.

## Relation to real deposition reactors

The pressure, temperature and flow are rough values chosen to resemble a cross-flow reactor for thermal deposition. The assumption that such a process breaks most strongly is that of non-absorbing walls. At a rough \(4\times10^{14}\) sites per cm\(^2\), the two plates, 1304 cm\(^2\) in all, would need 10.4 times the \(N\) of this pulse for one monolayer. A reactive precursor could then be consumed entirely, leaving places downstream with almost no exposure. Equation (4) applies to such a precursor once the surfaces are saturated and permanent uptake has stopped. Even slow loss matters: with a loss probability \(\beta\) per impact, and counting only the two plates, \(k=\beta(\bar v/4)(2/\text{gap})\). For \(\beta=10^{-6}\) this is 0.028 s\(^{-1}\), and \(C\) falls by 0.5% at the centre and 1.1% at the pocket end. For \(\beta=10^{-5}\) the losses are about 5% and 10.6%. The side walls matter most in the narrow pocket: including them raises the two losses at its end to about 1.5% and 14%. The other neglected effects are small compared with uptake by reactive walls. The pressure drop of 0.02 Torr changes \(C\) by up to about 2% through \(n\) in (9), and the tracer adds at most 2.2% to the carrier flow. The gap-averaged velocity is approximate, above all in the ducts and the pocket: it ignores the drag of the side walls, and also inertia, although the Reynolds number in the duct is 2.1. This affects the ages but not \(N/Q\).

The numerical output below lists the values used.

## Calculated quantities

```
temperature 450 K, pressure 1.0 Torr
carrier flow 100 sccm, F = 4.478e+19 molecules/s
volumetric flow Q = 2087 cm3/s
gap 1.0 cm, volume V = 652 cm3, V/Q = 0.312 s
D at 1 atm, 300 K (rough) 0.2 cm2/s; in reactor 309 cm2/s
viscosity (rough) 25 uPa s
pulse N = 5.0e+16 molecules, length 0.10 s
speed: chamber 104 cm/s, duct 522 cm/s
N/Q = 2.396e+13 s/cm3
exposure = 1.117e-03 Torr s = 1117 langmuir
mean speed of NO 5.635e+04 cm/s
wall impacts per area 3.375e+17 per cm2
largest deviation from N/Q in reactor, time run 3.1e-13
chamber centre: C/(N/Q) 1.00000, peak 1.23e+14 per cm3,
   age 0.180 s, 99% of exposure by 0.65 s
chamber corner: C/(N/Q) 1.00000, peak 2.00e+14 per cm3,
   age 0.104 s, 99% of exposure by 0.45 s
pocket end: C/(N/Q) 1.00000, peak 5.87e+13 per cm3,
   age 0.406 s, 99% of exposure by 1.19 s
flux-averaged age at outlet 0.312 s
largest change of these ages on 1 cm grid 1.6 %
walkers 20000, boxes 16, reverse speed in eddy -0.88 of mean
walker exposure/(N/Q): 0.965 to 1.023
pipe, 3 cm downstream of injection 1.0000 of N/Q
pipe, 3 cm upstream of injection 0.3632 of N/Q
reversible adsorption: top coverage 0.93, deviation 1.7e-12
pocket at 350 K: concentration exposure 1.286 of N/Q
   mole-fraction exposure there 1.0000 of N/F
wall loss probability 1e-06: exposure lower by 0.51 % centre, 1.14 % pocket end
wall loss probability 1e-05: exposure lower by 4.90 % centre, 10.64 % pocket end
injection in half the inlet: chamber deviation up to 26 %
10 % clean flow from pocket end: pocket end 0.022, centre 1.060 of N/Q
flow doubled at 0.30 s: pocket end 0.845, centre 0.870 of N/Q
outlet held at c=0: chamber deviation up to 0.06 %
monolayer demand of reactive precursor / N = 10.4 (site density 4e+14 per cm2)
pressure drop 0.0200 Torr
peak tracer flow / carrier flow 2.2 %
mean free path / gap 0.0086
Reynolds number of gap flow in duct 2.08
mixing time across gap 0.33 ms
thermal diffusion, assumed factor 0.1, cool pocket: 2.5 %
```
